# When an intermediate facet appears on an etched convex ridge, part 1

(Sections cited here and not found follow in the second part.)

## First half: one candidate facet

Take a ridge of solid with two faces at right angles, both etching at the rate \(R_0\), and suppose that the plane at 45 degrees between them etches at \(1.2R_0\). The plane is faster than both faces, so a rule that says "fast planes take over convex edges" predicts a bevel. No bevel forms. A mask designed with that rule would allow for a facet that never comes, and a rate table corrected to explain its absence would be wrong. The comparison has to be made with the speed of the edge along the normal of the candidate plane, which here is \(\sqrt2R_0\).

### The right-angle ridge

Let the solid fill \(x\le 0,\ z\le 0\) at time \(t=0\), uniform along the third direction. The outward normals of its faces are \(\hat x\) and \(\hat z\). Etching moves each face into the solid, so at time \(t\) the faces lie at \(x=-R_0t\) and \(z=-R_0t\), and the edge is at \((-R_0t,-R_0t)\).

The bevel has the outward normal \(\mathbf n=(\hat x+\hat z)/\sqrt2\). Along this normal the edge has the coordinate

\[
\mathbf n\cdot\mathbf x=\frac{-R_0t-R_0t}{\sqrt2}=-\sqrt2\,R_0t .
\]

A bevel plane that starts at the edge and recedes at the rate \(R\) has the coordinate \(-Rt\). It cuts material from the ridge if it lies deeper in the solid than the edge does, that is, if \(-Rt<-\sqrt2R_0t\), or \(R>\sqrt2R_0\). The plane with \(R=1.2R_0\) fails. It lags behind the edge and lies in the etchant, where there is nothing to cut.

The isotropic limit is a first test. If \(R=R_0\), the bevel fails as well, so isotropic etching leaves this convex edge sharp. That agrees with a direct picture: after isotropic etching for a time \(t\), the remaining solid consists of the points that were at least \(R_0t\) from the etchant. For the quadrant these are the points with \(x\le -R_0t\) and \(z\le -R_0t\), a quadrant again.

### Any edge, any two rates

Now let the faces have outward unit normals \(\mathbf n_1\) and \(\mathbf n_2\), separated by an angle \(\theta\) with \(0<\theta<180^\circ\), and rates \(R_1\) and \(R_2\). Each rate is measured along the normal and depends on orientation alone. The candidate is the unit normal

\[
\mathbf n=a\,\mathbf n_1+b\,\mathbf n_2,\qquad a,b>0,
\]

at an angle \(\theta_1\) from \(\mathbf n_1\) and \(\theta_2\) from \(\mathbf n_2\), with \(\theta_1+\theta_2=\theta\).

To find \(a\) and \(b\), let \(\mathbf e\) be the unit vector in the cross-section perpendicular to \(\mathbf n\), pointing towards the side of \(\mathbf n_2\). Then

\[
\mathbf n_1=\cos\theta_1\,\mathbf n-\sin\theta_1\,\mathbf e,\qquad
\mathbf n_2=\cos\theta_2\,\mathbf n+\sin\theta_2\,\mathbf e .
\]

The components of \(a\mathbf n_1+b\mathbf n_2=\mathbf n\) along \(\mathbf e\) and \(\mathbf n\) give

\[
-a\sin\theta_1+b\sin\theta_2=0,\qquad a\cos\theta_1+b\cos\theta_2=1 .
\]

The first gives \(b=a\sin\theta_1/\sin\theta_2\). Put into the second, this gives \(a(\cos\theta_1\sin\theta_2+\sin\theta_1\cos\theta_2)=\sin\theta_2\). The bracket is \(\sin\theta\), so

\[
a=\frac{\sin\theta_2}{\sin\theta},\qquad b=\frac{\sin\theta_1}{\sin\theta}.
\]

With the origin on the initial edge, the faces at time \(t\) are \(\mathbf n_1\cdot\mathbf x=-R_1t\) and \(\mathbf n_2\cdot\mathbf x=-R_2t\). Both equations hold on their common edge, where

\[
\mathbf n\cdot\mathbf x=a\,\mathbf n_1\cdot\mathbf x+b\,\mathbf n_2\cdot\mathbf x=-(aR_1+bR_2)\,t .
\]

The edge therefore recedes along \(\mathbf n\) at the speed

\[
c=aR_1+bR_2 ,
\]

and the plane \(\mathbf n\) cuts the edge if \(R>c\).

Three limits show what \(c\) contains.

First, set \(R_1=R_2=R_0\). Since \(\mathbf n_1\) and \(\mathbf n_2\) are not parallel, the triangle inequality is strict: \(1=|a\mathbf n_1+b\mathbf n_2|<a+b\). Hence \(c>R_0\), and isotropic etching keeps every such convex edge sharp. For the bisecting plane, \(\theta_1=\theta_2=\theta/2\), and

\[
a+b=\frac{2\sin(\theta/2)}{\sin\theta}=\frac{1}{\cos(\theta/2)} .
\]

This returns \(\sqrt2\) at a right angle and grows without bound as \(\theta\to180^\circ\), where the ridge becomes a thin blade. Whatever finite rate the bisecting facet has, the edge of a sufficiently thin blade retreats faster.

Second, let \(\mathbf n\) be tilted only slightly from \(\mathbf n_1\). To first order in \(\theta_1\), \(a=\sin(\theta-\theta_1)/\sin\theta\approx1-\theta_1\cot\theta\) and \(b\approx\theta_1/\sin\theta\), so

\[
c\approx R_1+\theta_1\,\frac{R_2-R_1\cos\theta}{\sin\theta}.
\]

A slightly tilted surface consists of terraces of face 1 and steps. If the steps run inward from the edge at the speed \(v_s\), the tilted surface etches at \(R\approx R_1+\theta_1v_s\). The condition \(R>c\) becomes \(v_s>(R_2-R_1\cos\theta)/\sin\theta\). The right-hand side is the speed at which the edge sweeps inward across face 1. To see this, write the edge velocity as \(-R_1\mathbf n_1-u\,\mathbf e_1\), where \(\mathbf e_1\) lies in face 1 and \(\mathbf n_2=\cos\theta\,\mathbf n_1+\sin\theta\,\mathbf e_1\). The requirement that its component along \(\mathbf n_2\) be \(-R_2\) gives \(u=(R_2-R_1\cos\theta)/\sin\theta\). A tilted region thus spreads from the edge when steps released there outrun the edge.

Third, if face 2 does not etch, \(c=aR_1\). Since \(a\) can be well below one, a facet slower than face 1 may then appear.

### Why a plane that can cut does cut

So far a plane has been drawn through the solid. It remains to show that the etched solid follows it. The assumption needed is containment: if one solid lies inside another at the start, it stays inside when both are etched under the same conditions. For etching that is local and adds no material this is reasonable. Where the two surfaces first touch smoothly they share a tangent plane, hence a rate, and the inner surface cannot pass through the outer one. Containment is no longer guaranteed if the rate at one place depends on the shape elsewhere, for example through depletion of the etchant.

Every point of the initial ridge has \(\mathbf n_1\cdot\mathbf x\le0\) and \(\mathbf n_2\cdot\mathbf x\le0\), hence \(\mathbf n\cdot\mathbf x\le0\). The ridge lies inside this half-space. The half-space has one flat face, which recedes at \(R\). By containment the etched ridge obeys

\[
\mathbf n\cdot\mathbf x\le-Rt .
\]

If \(R>c\), the sharp edge at \(\mathbf n\cdot\mathbf x=-ct\) violates this inequality and must be gone.

If \(R\le c\), the facet cannot acquire width. By the same argument applied to the two faces, the solid lies in the wedge \(\mathbf n_1\cdot\mathbf x\le-R_1t\), \(\mathbf n_2\cdot\mathbf x\le-R_2t\). In this wedge \(\mathbf n\cdot\mathbf x\le-ct\), with equality on the edge alone. Suppose that the facet is born at the edge at a later time \(s\). Its coordinate at time \(t\) is

\[
-cs-R(t-s)=-ct+(c-R)(t-s)\ge-ct ,
\]

so its plane touches the wedge along the edge at most. Waiting does not help a slow facet.

When \(R>c\), is the new shape the ridge cut by the one plane \(\mathbf n\)? The new edges could in turn be cut by orientations between \(\mathbf n_1\) and \(\mathbf n\), or between \(\mathbf n\) and \(\mathbf n_2\). I assume linear mixing: a surface between two neighbouring facets \(i\) and \(j\) consists of narrow strips of both. The strip edges all move with one velocity \(\mathbf u\), fixed by \(\mathbf n_i\cdot\mathbf u=-R_i\) and \(\mathbf n_j\cdot\mathbf u=-R_j\). A mean orientation \(\mathbf m=\alpha\mathbf n_i+\beta\mathbf n_j\) then etches at

\[
R(\mathbf m)=-\mathbf m\cdot\mathbf u=\alpha R_i+\beta R_j .
\]

This is the threshold at the edge between \(i\) and \(j\), with equality. Such surfaces keep pace with the edge and cut nothing. The three-faced shape is therefore consistent: its faces move at their own rates, and no available orientation cuts its edges. I take these two properties as the definition of an etching motion for a convex ridge. Containment makes it unique, because two motions from the same start must each contain the other.

For a single candidate facet, then, \(R>aR_1+bR_2\) is both necessary and sufficient. This presumes that a few atomic rows of the new orientation form at the edge without a barrier.

### Width of the facet

At time \(t\) the plane \(\mathbf n\) lies a distance \(d=(R-c)t\) below the edge point \(\mathbf A\) where the two faces would have met. A point on the plane is \(\mathbf x=\mathbf A-d\,\mathbf n+s\,\mathbf e\). It belongs to the solid if it is on the inner side of both faces:

\[
\mathbf n_1\cdot(\mathbf x-\mathbf A)=-d\cos\theta_1-s\sin\theta_1\le0
\;\Rightarrow\; s\ge-d\cot\theta_1 ,
\]
\[
\mathbf n_2\cdot(\mathbf x-\mathbf A)=-d\cos\theta_2+s\sin\theta_2\le0
\;\Rightarrow\; s\le d\cot\theta_2 .
\]

The width in the cross-section is \(w=d(\cot\theta_1+\cot\theta_2)\). Over a common denominator the sum of cotangents is

\[
\kappa=\frac{\cos\theta_1\sin\theta_2+\cos\theta_2\sin\theta_1}{\sin\theta_1\sin\theta_2}=\frac{\sin\theta}{\sin\theta_1\sin\theta_2},
\]

and therefore

\[
w=\kappa\,(R-aR_1-bR_2)\,t .
\]

The width vanishes at the threshold and grows linearly above it. For the right-angle bevel, \(\kappa=2\) and \(w=2(R-\sqrt2R_0)t\).

A crystal edge gives numbers. Let face 1 be (001) with \(R_1=1000\) nm/min and face 2 be (111) with \(R_2=10\) nm/min. These are round model values. The candidate is (113). Since \((1,1,3)=2(0,0,1)+(1,1,1)\), division by the lengths of the vectors gives

\[
a=\frac{2}{\sqrt{11}}=0.6030,\qquad b=\frac{\sqrt3}{\sqrt{11}}=0.5222,
\]
\[
c=0.6030\times1000+0.5222\times10=608.2\ \text{nm/min}.
\]

The angles are \(\theta_1=25.24^\circ\), \(\theta_2=29.50^\circ\) and \(\theta=54.74^\circ\), so \(\kappa=0.8165/(0.4264\times0.4924)=3.889\).

I tested the threshold by solving the motion of the surface height numerically from a sharp edge, with linear mixing but without prescribing which facets survive. The facet (112), which also lies between the two faces, was held at 300 nm/min, too slow to appear in either run. With (113) at 500 nm/min, the length of surface near the (113) slope after 5 min was 0.014 µm, which is one mesh cell and about the accuracy of the numerical widths quoted here, so no facet had formed. At 700 nm/min, still slower than (001), the formula gives \(3.889\times91.8\times5\) nm \(=1.78\) µm, and the numerical solution gave 1.80 µm.

### A bevel that is already there

Suppose that the ridge starts with a bevel of width \(w_0\). Extended, the two outer faces meet at a virtual edge a distance \(w_0/\kappa\) above the bevel. The virtual edge recedes at \(c\) and the bevel at \(R\), so the distance becomes \(w_0/\kappa+(R-c)t\), and

\[
w=w_0+\kappa(R-c)t .
\]

If no other facet forms at its edges, a facet below threshold shrinks and disappears at \(t=w_0/[\kappa(c-R)]\). For (113) at 400 nm/min the width changes at \(3.889\times(400-608.2)=-810\) nm/min. A bevel of 6.0 µm should measure 3.57 µm after 3 min; the numerical solution, with (112) held at 200 nm/min, gave 3.58 µm. A bevel seen early in an etch therefore does not prove that its rate exceeds the threshold. Its growth does, within this model, if no other facet lies between it and the two faces. Next to a second bevel, a facet below this threshold can grow for a while. With (112) at 300 nm/min instead of 200, it grows beside the (113) bevel to 0.65 µm after 3 min, and the bevel is left with 3.13 µm.

### The groove reverses the sign

In a concave groove the solid consists of the points with \(\mathbf n_1\cdot\mathbf x\le0\) or \(\mathbf n_2\cdot\mathbf x\le0\). If \(\mathbf n\cdot\mathbf x\le0\), at least one of these holds, because \(a\) and \(b\) are positive. The half-space now lies inside the solid, and containment says that the material with \(\mathbf n\cdot\mathbf x\le-Rt\) survives. The sharp bottom of the groove would be at \(-ct\). Surviving material fills it if \(-Rt>-ct\), that is, if \(R<c\).

The facet lies \((c-R)t\) above the virtual bottom, and the triangle is the earlier one turned over, so its width is \(\kappa(c-R)t\). With (113) and (112) both at 400 nm/min this gives \(3.889\times208.2\times5\) nm \(=4.05\) µm for (113) after 5 min; the numerical solution gave 4.06 µm. The facet (112) is also below its threshold against the two faces, 415.3 nm/min, yet it is absent, because it is faster than its threshold of 274 nm/min between (113) and (111). With several candidates \(R<c\) is necessary but not sufficient. In the isotropic limit every intermediate plane has \(R<c\) against every pair of planes that brackets it, so all of them appear and the groove becomes rounded.

## Second half: several candidates and a worked mesa

The symbols carried over are these. The faces of the ridge have outward unit normals \(\mathbf n_1,\mathbf n_2\) and normal etch rates \(R_1,R_2\). An intermediate facet has \(\mathbf n=a\mathbf n_1+b\mathbf n_2\) with \(a,b>0\), the rate \(R\), and angles \(\theta_1,\theta_2\) to the two faces, with \(\theta=\theta_1+\theta_2<180^\circ\). The edge recedes along \(\mathbf n\) at \(c=aR_1+bR_2\). A lone candidate appears on a convex ridge if and only if \(R>c\), with the width

\[
w=\kappa(R-c)t,\qquad \kappa=\frac{\sin\theta}{\sin\theta_1\sin\theta_2}.
\]

The assumptions are local etching, containment of one etched solid in another, and linear mixing of neighbouring facets. A crystal offers more than one intermediate plane, and two candidates may both pass this test.

A lone candidate facet appears on a convex ridge exactly when its rate exceeds the speed of the edge along its normal, and its width then grows in proportion to the excess. What remains is to decide which facets appear when several candidates compete, and to apply the result to a mesa.

Numbers in the example were calculated in double precision.
